# Interatomic exchange from two infinitesimal spin rotations and the force theorem

A magnetic memory element can be simulated with classical unit vectors $\mathbf e_i$, one for the moment of each atom, coupled by exchange constants $J_{ij}$. An electronic-structure calculation delivers something else: one-electron states in the self-consistent potential of the aligned ferromagnet. To connect the two, turn the moments of two atoms by small angles and ask how much of the energy change depends on both rotations together. The force theorem permits this to be found without a new self-consistent calculation, at a price that can be stated.

## Setting and statement

The electrons move in an orthonormal basis of real orbitals, each assigned to a site. There is no spin-orbit coupling. The one-particle Hamiltonian is

$$H=h_0+\tfrac12\sum_i\Delta_i\,\boldsymbol\sigma\cdot\mathbf e_i ,\qquad \Delta_i=V_i^\uparrow-V_i^\downarrow .$$

Here $h_0$ holds the hopping and the spin-averaged potential, and $\Delta_i$ is a real symmetric matrix in the orbitals of site $i$, negative when spin up is favoured. In the reference state every $\mathbf e_i$ is $\hat{\mathbf z}$, so the Green function $G(z)=(z-H)^{-1}$ is diagonal in spin, with parts $G^\uparrow$ and $G^\downarrow$. Moments are measured along the spin expectation value, in Bohr magnetons. The spin model is

$$E=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,$$

with each pair counted twice, so $J_{ij}>0$ favours parallel moments.

**Theorem 1.** Let the potentials be frozen in magnitude and rotated rigidly with $\mathbf e_i$, and let $E_F$ lie in a gap or in a continuum with a smooth, nonzero density of states, not on a partly filled discrete level. To second order in the angles, the band energy has the form of the spin model, with

$$J_{ij}=\frac1{4\pi}\,\mathrm{Im}\int_{-\infty}^{E_F}\!dE\;\mathrm{Tr}_L\!\left[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\right],$$

where the Green functions are taken at $E+i0$ and $\mathrm{Tr}_L$ runs over the orbitals of one site.

This is the Liechtenstein formula. Lemma 1 says why the band energy is a sensible quantity to use, and Theorem 2 says what it misses.

## The force theorem

**Lemma 1.** Let the interaction and external energy $E_{\rm int}[n,\mathbf m]$ depend on the spin density only through its local magnitude $|\mathbf m(\mathbf r)|$. Rotate the input spin density rigidly within non-overlapping site regions. Then the total energy changes by the change of the band energy, with an error quadratic in the difference between output and input densities.

*Proof.* Write $\rho=(n,\mathbf m)$ and let $V_{\rm in}=\delta E_{\rm int}/\delta\rho$ be the potential, including its spin part, made by the input density. The occupied eigenvalues $\varepsilon_a$ in this potential sum to the kinetic energy of the output state plus $\int V_{\rm in}\rho_{\rm out}$. The energy of the output state is therefore

$$E[\rho_{\rm out}]=\sum_a^{\rm occ}\varepsilon_a-\int V_{\rm in}\rho_{\rm out}+E_{\rm int}[\rho_{\rm out}].$$

Compare it with the Harris-Foulkes energy, in which the last two terms use the input density:

$$E_{\rm HF}=\sum_a^{\rm occ}\varepsilon_a-\int V_{\rm in}\rho_{\rm in}+E_{\rm int}[\rho_{\rm in}].$$

With $\delta\rho=\rho_{\rm out}-\rho_{\rm in}$, subtraction gives

$$E[\rho_{\rm out}]-E_{\rm HF}=E_{\rm int}[\rho_{\rm in}+\delta\rho]-E_{\rm int}[\rho_{\rm in}]-\int V_{\rm in}\,\delta\rho .\tag{1}$$

The linear part of the first difference cancels the last term, because $V_{\rm in}$ is the derivative of $E_{\rm int}$. The remainder is quadratic in $\delta\rho$. The rotation leaves $n$ and $|\mathbf m|$ unchanged, hence also $E_{\rm int}[\rho_{\rm in}]$. The spin part of $V_{\rm in}$ is parallel to $\mathbf m$ and turns with it, so $\int V_{\rm in}\rho_{\rm in}$ is unchanged too. Only the eigenvalue sum in $E_{\rm HF}$ varies. $\square$

*Remark.* At zero angle $\delta\rho=0$. At angle $\theta$, $\delta\rho$ is in general of order $\theta$, so the neglected energy is of order $\theta^2$. First derivatives of the energy at the aligned state are unaffected, but exchange constants are second derivatives. The neglected term is thus of the same order in the angle as the term retained, and it can be small only for another reason, which Theorem 2 supplies.

## Expansion of the band energy

**Lemma 2.** At fixed $E_F$, a perturbation $\delta V$ changes $\Omega=\sum_a^{\rm occ}(\varepsilon_a-E_F)$ by

$$\delta\Omega=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^{E_F}\!dE\;\mathrm{Tr}\!\left[G\,\delta V+\tfrac12G\,\delta V\,G\,\delta V+\dots\right].$$

*Proof.* Let $n(E)$ be the density of states and $N(E)$ the number of levels below $E$. Integration by parts gives

$$\Omega=\int_{-\infty}^{E_F}(E-E_F)\,n(E)\,dE=-\int_{-\infty}^{E_F}N(E)\,dE ,$$

since the boundary term vanishes at both ends. For one level $\varepsilon$, the imaginary part of $\ln(E+i0-\varepsilon)$ is $\pi$ below the level and zero above it. Hence $N(E)$ equals a constant, the number of basis states, minus $\frac1\pi\mathrm{Im}\,\mathrm{Tr}\ln(E+i0-H)$. The constant drops out of differences, and

$$\delta\Omega=\frac1\pi\,\mathrm{Im}\int_{-\infty}^{E_F}\!dE\,\big[\mathrm{Tr}\ln(z-H-\delta V)-\mathrm{Tr}\ln(z-H)\big],\quad z=E+i0 .$$

Because $z-H-\delta V=(z-H)(1-G\,\delta V)$ and the determinant of a product is the product of determinants, the bracket is $\mathrm{Tr}\ln(1-G\,\delta V)$. The series $\ln(1-x)=-x-\frac12x^2-\dots$ completes the proof. $\square$

A rotation is made at fixed electron number $N_e$, not at fixed $E_F$. The energy at fixed number is $\Omega(\mu)+\mu N_e$ at its stationary point in $\mu$. A transverse perturbation flips spin while $G$ conserves it, so the electron number at fixed $\mu$ has no term linear in the angle. If the number varies smoothly with $\mu$, with nonzero slope, the shift of $\mu$ is then of order $\theta^2$, and by stationarity it affects the energy at order $\theta^4$. With a gap at $E_F$ there is no change of number at all for small angles. The argument fails when $E_F$ lies on a partly filled degenerate level of a finite system. The rotation splits the level, the electrons take the lower branch, and the energy need not be a quadratic form in the tilts.

## Proof of Theorem 1

Tilt site $i$ by a small transverse vector $\mathbf u_i=(u_{ix},u_{iy})$. Since $e_{iz}=\sqrt{1-u_i^2}\approx1-\frac12u_i^2$,

$$\delta V_i=\tfrac12\Delta_i\left(\boldsymbol\sigma\cdot\mathbf u_i-\tfrac12u_i^2\sigma_z\right).\tag{2}$$

**Two sites.** With $\delta V=\delta V_i+\delta V_j$, the second-order term of Lemma 2 contains two cross products, equal by cyclic invariance of the trace. They cancel the factor $\frac12$:

$$\delta\Omega_{ij}=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^{E_F}\!dE\;\mathrm{Tr}[G\,\delta V_i\,G\,\delta V_j].$$

The $\sigma_z$ parts are already quadratic in one tilt and do not contribute to the order $u_iu_j$. With $u^\pm=u_x\pm iu_y$, the matrix $\boldsymbol\sigma\cdot\mathbf u$ has the element $u^-$ from down to up and $u^+$ from up to down. The spin trace therefore gives

$$\mathrm{Tr}[G\delta V_iG\delta V_j]=\tfrac14\left(T'_{ij}\,u_i^-u_j^++T_{ij}\,u_i^+u_j^-\right),$$

$$T_{ij}=\mathrm{Tr}_L[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}],\qquad T'_{ij}=\mathrm{Tr}_L[\Delta_iG^\downarrow_{ij}\Delta_jG^\uparrow_{ji}].$$

A trace equals the trace of the transposed matrix. For real orbitals and real hopping, $G_{ij}^{T}=G_{ji}$ and $\Delta_i^T=\Delta_i$, so

$$T'_{ij}=\mathrm{Tr}_L[G^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\Delta_i]=T_{ij}.$$

The products of tilts are $u_i^\mp u_j^\pm=\mathbf u_i\cdot\mathbf u_j\pm i(\mathbf u_i\times\mathbf u_j)_z$. In the sum the cross products cancel and the scalar products add:

$$\delta\Omega_{ij}=-\frac1{2\pi}\,\mathrm{Im}\int_{-\infty}^{E_F}\!dE\;T_{ij}\;\,\mathbf u_i\cdot\mathbf u_j .$$

In the spin model the pair appears twice, and its part of order $u_iu_j$ is $-2J_{ij}\,\mathbf u_i\cdot\mathbf u_j$. Equating the two gives the formula.

**One site.** The spin model also fixes the cost of turning a single site. This has to agree, or the energy would not have the form claimed. Define $K_{ij}$ by the same integral as $J_{ij}$, but for all pairs including $i=j$. The inverse Green functions are $z-h_0\mp\frac12\Delta$ for up and down, where $\Delta$ is the block-diagonal matrix of all $\Delta_i$. Their difference gives

$$G^\uparrow-G^\downarrow=G^\uparrow\left[(G^\downarrow)^{-1}-(G^\uparrow)^{-1}\right]G^\downarrow=G^\uparrow\Delta\,G^\downarrow .$$

Take the block of site $i$, multiply by $\Delta_i$, trace and integrate:

$$\sum_jK_{ij}=\frac1{4\pi}\,\mathrm{Im}\int_{-\infty}^{E_F}\!dE\;\mathrm{Tr}_L[\Delta_i(G^\uparrow_{ii}-G^\downarrow_{ii})]=-\tfrac14\mathrm{Tr}_L[\Delta_im_i].\tag{3}$$

The last step uses the density matrix $-\frac1\pi\mathrm{Im}\int G\,dE$ of each spin; $m_i$ is the difference of the two on site $i$.

Now insert (2) for one site in Lemma 2. The $\sigma_z$ part acts in first order. It contributes

$$+\frac{u_i^2}{4\pi}\,\mathrm{Im}\int dE\;\mathrm{Tr}_L[\Delta_i(G^\uparrow_{ii}-G^\downarrow_{ii})]=u_i^2\sum_jK_{ij}.$$

The transverse part acts in second order, where the spin trace is $\frac12T_{ii}u_i^2$, and contributes $-\frac1{2\pi}\mathrm{Im}\int\frac12T_{ii}u_i^2\,dE=-K_{ii}u_i^2$. The sum is

$$\delta\Omega_i=J_{0,i}\,u_i^2,\qquad J_{0,i}=\sum_{j\ne i}J_{ij}.$$

The spin model gives $2J_{0,i}(1-\cos\theta)\approx J_{0,i}\theta^2$, which is the same. $\square$

*Remark on complex hopping.* If orbital currents make the hopping complex, $T'_{ij}$ and $T_{ij}$ can differ. The coefficient of $\mathbf u_i\cdot\mathbf u_j$ must then be computed with $\frac12(T_{ij}+T'_{ij})$ in place of $T_{ij}$. A term in $(\mathbf u_i\times\mathbf u_j)_z$ may also survive even without spin-orbit coupling, and the pair form is incomplete.

*Remark on evaluation.* The integrand is analytic in the upper half plane and falls at least as $z^{-2}$, so a distant arc contributes nothing. The path may come down the vertical line $z=E_F+iy$ from $y=\infty$ to $y=0$. There $dz=i\,dy$, the reversed direction supplies a minus sign, and $\mathrm{Im}(iT)=\mathrm{Re}\,T$:

$$J_{ij}=-\frac1{4\pi}\int_0^\infty\!dy\;\mathrm{Re}\,T_{ij}(E_F+iy).\tag{4}$$

The sharp poles on the real axis are avoided.

## What the frozen potential leaves out

For a Hubbard model in mean field the neglected term can be found in closed form. Take one orbital per site, interaction strength $U$, and

$$E_{\rm int}=\frac U4\sum_i\left(n_i^2-|\mathbf m_i|^2\right).$$

Its derivatives give the potential $\frac U2n_i-\frac U2\mathbf m_i\cdot\boldsymbol\sigma$, so $\Delta=-Um$. Let all sites have the same moment $m$, and set $D=-\frac12\Delta m=\frac12Um^2$.

**Theorem 2.** Write the frozen-potential energy as $\frac12v^TAv$, where $v$ lists the tilts of the potentials in one transverse direction, $A_{ij}=-2J_{ij}$ for $i\ne j$, and $A_{ii}=2J_{0,i}$. If $1-A/D$ is invertible, the mean-field energy at prescribed tilts $u$ of the moments is, to second order,

$$E(u)=\tfrac12\,u^TA\,(1-A/D)^{-1}u .$$

*Proof.* The derivative of the band energy is the expectation value of $\partial H/\partial v_i=\frac12\Delta(\sigma_x-v_i\sigma_z)$ on site $i$. The output moment has transverse component $mu_i$ and, to this order, longitudinal component $m$. Thus

$$(Av)_i=\tfrac12\Delta m\,(u_i-v_i)=-D(u_i-v_i),\qquad u=(1-A/D)\,v .$$

For an eigenvector of $A$ with eigenvalue $a$, the moments turn through $1-a/D$ times the angle of the potentials. They lag behind if $0<a<D$ and run ahead if $a<0$. Equation (1) now applies. Since $E_{\rm int}$ is quadratic, its right side is $\frac U4\sum_i[(\delta n_i)^2-|\delta\mathbf m_i|^2]$. Changes of charge and of moment length are of order $\theta^2$ and enter at order $\theta^4$. The transverse mismatch $m(u_i-v_i)$ remains:

$$E=\tfrac12v^TAv-\tfrac12D\sum_i(u_i-v_i)^2=\tfrac12v^TAv-\frac1{2D}v^TA^2v=\tfrac12v^TA(1-A/D)v .$$

Substituting $v=(1-A/D)^{-1}u$ gives the stated form, because $A$ is symmetric and commutes with functions of itself.

The output state must also be the stationary state for the directions $u$. Its Hamiltonian differs from its own mean-field Hamiltonian by a transverse field, which is the constraining field that holds the directions, and by charge and longitudinal terms of order $\theta^2$. Those terms alter a stationary energy only at order $\theta^4$. $\square$

**Corollary.** On a lattice with one site per cell, a wave of wavevector $\mathbf q$ has the frozen curvature $A_q=2\sum_jJ_{0j}(1-\cos\mathbf q\cdot\mathbf R_j)$, where $\mathbf R_j$ is the vector from site 0 to site $j$. At prescribed moment directions it becomes

$$\tilde A_q=\frac{A_q}{1-A_q/D}.$$

The ratio $A_q/D$ has a physical meaning. A classical spin of angular momentum $\hbar m/2$ in the energy $\frac12A_q(u_x^2+u_y^2)$ obeys $\frac{\hbar m}2\dot u_x=A_qu_y$ and $\frac{\hbar m}2\dot u_y=-A_qu_x$, up to the sense of precession. Its frequency is $\omega_q=2A_q/\hbar m$, hence $A_q/D=\hbar\omega_q/|\Delta|$. This $\omega_q$ is the classical estimate from the frozen curvature, not the pole of the dynamical susceptibility. On the ring treated below the two agree for long waves (0.044 eV each for the longest) but not for short ones: at $q=\pi$ the estimate is 0.98 eV and the time-dependent mean-field pole is at 1.21 eV. In this model the frozen potential is good when $\hbar\omega_q$ is small against the exchange splitting.

*Long waves.* If $\sum_jJ_{0j}R_j^2$ converges on a cubic lattice, then $A_q\approx\frac{q^2}3\sum_jJ_{0j}R_j^2$. The correction $\tilde A_q-A_q\approx A_q^2/D$ starts at order $q^4$. A micromagnetic energy density $A_{\rm ex}|\nabla\mathbf e|^2$ gives $2V_cA_{\rm ex}q^2$ for the same curvature, with $V_c$ the volume per site. Therefore

$$A_{\rm ex}=\frac1{6V_c}\sum_jJ_{0j}R_j^2 ,$$

and this constant is unaffected by the correction, although the individual $J_{ij}$ are affected.

*Wide splitting.* Suppose that only spin-up states are occupied and that $S=|\Delta|$ is large compared with the bandwidth. Measure $E$ from the centre of the up band and let $\tau$ be the hopping matrix. At occupied energies

$$G^\downarrow=-(S+\tau-E)^{-1}\approx-\frac1S+\frac{\tau-E}{S^2}-\frac{(\tau-E)^2}{S^3}$$

is real, so the imaginary part comes from $G^\uparrow$. Let $\rho_{ij}(E)$ be the energy-resolved density matrix $-\frac1\pi\mathrm{Im}\,G^\uparrow_{ij}$ and $\rho_{ij}$ its integral up to $E_F$. For $i\ne j$,

$$J_{ij}\approx-\tfrac14\tau_{ij}\rho_{ij}+\frac1{4S}\int_{-\infty}^{E_F}\!dE\,\rho_{ij}(E)\,[(\tau-E)^2]_{ji}.\tag{5}$$

The first term does not contain $S$. It is one quarter of the kinetic energy gained per bond and direction of hopping. Electrons lose part of this gain when neighbouring moments are tilted against each other.

## A ring of fourteen sites

Take a Hubbard ring with 14 sites, 7 electrons, nearest-neighbour hopping $-t$ with $t=0.50$ eV, and $U=10$ eV. In the saturated state all electrons have spin up. Translation symmetry gives $n=m=7/14=0.5$ on each site, so the mean field reproduces itself, with

$$\Delta=-10\times0.5=-5\ \text{eV},\qquad D=\tfrac12\times10\times0.5^2=1.25\ \text{eV}.$$

The finite ring has a gap of 0.445 eV at $E_F$.

The integral (4), evaluated by Gauss-Legendre quadrature after mapping $y$ to a finite interval, gives the $J_R$ below for sites $R$ steps apart. The constrained values $\tilde J_R$ come from self-consistent mean-field solutions in which a transverse field on each site holds the moment directions. Two sites are tilted by $\pm0.005$ rad, and the mixed second derivative of the energy with respect to the two angles, taken by finite differences, is $-2\tilde J_R$.

| $R$ | $J_R$ (meV) | $\tilde J_R$ (meV) |
|---|---|---|
| 1 | 30.90 | 38.29 |
| 2 | −0.53 | −2.74 |
| 3 | −0.14 | 0.02 |
| 4 | 0.00 | 0.01 |

More distant values vanish at this precision. The nearest-neighbour constant is $J_1=4.95\times10^{-21}$ J.

The sum rule shows how a small exchange energy arises from large terms. By (3), $\sum_jK_{0j}=D/2=0.6250$ eV, while the on-site integral is $K_{00}=0.5645$ eV. The difference is $J_0=60.5$ meV, in agreement with two neighbours at each distance: $2(30.90-0.53-0.14)=60.5$ meV.

The small $J_2$ follows from (5). There is no direct second-neighbour hopping, so the first term vanishes. In the second, only $(\tau^2)_{20}=t^2$ is nonzero, and it multiplies $\rho_{02}$. The occupied wavenumbers are $2\pi p/14$ with $p=-3,\dots,3$, so $\rho_{02}=\frac1{14}\sum_p\cos(2\pi p/7)$. This sum runs over all seventh roots of unity and is zero. Hence $J_2$ begins only at order $1/S^2$.

For the alternating pattern, with tilts of opposite sign on neighbouring sites, odd distances contribute to the curvature:

$$A_\pi=8(J_1+J_3+\dots)\approx8(30.90-0.14)=246\ \text{meV}.$$

Then $A_\pi/D=0.197$. The moments turn through only 0.803 of the angle of the potentials, and the curvature at prescribed moment directions is larger by the factor $1/0.803=1.245$, giving 306 meV. For the longest wave on the ring $A_q=11.04$ meV, $A_q/D=0.0088$, and the corrected value is 11.14 meV, a change of 0.9 % relative to the frozen value.

Individual constants can change more than these curvatures suggest. Expanding Theorem 2 gives $\tilde A\approx A+A^2/D$. Two successive nearest-neighbour steps in $A^2$ then shift $J_2$ by

$$-\frac{(2J_1)^2}{2D}=-\frac{2\times30.90^2}{1250}=-1.5\ \text{meV},$$

the larger part of the shift of $-2.2$ meV in the table. The third-neighbour constant even changes sign.

The state is stable against small rotations at frozen potential. Since $1-\cos Rq\le R^2(1-\cos q)$, the negative terms in $A_q$ can at most reduce $J_1$ to $30.90-4\times0.53-9\times0.14\approx27.5$ meV in the lower bound $4J_1(1-\cos q)$; the terms beyond $R=3$ are too small to matter. This does not show that the ferromagnet is the ground state, and in the exact model it is not: diagonalizing the ring with one spin reversed gives a state about 0.02 eV below the saturated one. Mean field leaves out electron correlation, and both sets of constants describe small rotations about the aligned state, so neither guarantees the energy at large angles.
